# Unitary invariance of the localized Hartree–Fock and CEDA exchange potentials, part 2

A local exchange potential \(v_x\) is to replace the Fock exchange operator \(v^{NL}\). Does it change when occupied orbitals are mixed unitarily? We use Hartree atomic units and treat one spin channel, with \(N\) orthonormal, singly occupied orbitals \(\psi_i\); \(i,j\) are occupied, \(a\) unoccupied. The projector \(P=\sum_i|i\rangle\langle i|\) has kernel \(\gamma(\mathbf r,\mathbf r')\); \(Q=1-P\), \(\rho(\mathbf r)=\gamma(\mathbf r,\mathbf r)\), and \(n\) is the total density, with Hartree potential \(v_H\). The kernel of \(v^{NL}\) is \(-\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|\), and the Slater potential is \(v_S=\rho^{-1}\sum_i\psi_i^*v^{NL}\psi_i\). The energy is

\[
E=\sum_\sigma \mathrm{Tr}\,[(T+v_{\rm ext})P_\sigma]+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}.
\tag{1}
\]

Kohn–Sham orbitals obey \(h_s\psi_k=\varepsilon_k\psi_k\), \(h_s=T+v_s\), \(v_s=v_{\rm ext}+v_H+v_x\). With \(\Delta=v_x-v^{NL}\), the Fock operator is \(F=h_s-\Delta\). Varying \(v_s\) gives

\[
\delta E=-\int\delta v(\mathbf r)\,\delta\rho[\Delta](\mathbf r)\,d\mathbf r,\qquad
\delta\rho[\Delta](\mathbf r)=\sum_{ia}\frac{\psi_i^*(\mathbf r)\psi_a(\mathbf r)\Delta_{ai}}{\varepsilon_i-\varepsilon_a}+\text{c.c.}
\tag{3}
\]

\[
\delta\rho[\Delta]=\sum_i\sum_{k\neq i}\frac{\psi_i^*\psi_k\Delta_{ki}}{\varepsilon_i-\varepsilon_k}+\text{c.c.}
\tag{4}
\]

The OEP solves \(\delta\rho[\Delta]=0\). Equal denominators in (3) give the CEDA condition \(\sum_i\psi_i^*Q\Delta\psi_i+\text{c.c.}=0\), or

\[
v_x(\mathbf r)=v_S(\mathbf r)+\frac{1}{\rho(\mathbf r)}\sum_{ij}\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\langle j|v_x-v^{NL}|i\rangle .
\tag{6}
\]

LHF, supposing that the Hartree–Fock and Kohn–Sham determinants coincide (\(Q\Delta P=0\)), also gives (6), which minimises \(S=\sum_{ia}|\Delta_{ai}|^2\) at fixed orbitals. Equal denominators in (4) give KLI:

\[
v_x^{\rm KLI}=v_S+\frac1\rho\sum_i|\psi_i|^2\,\langle i|v_x^{\rm KLI}-v^{NL}|i\rangle .
\tag{7}
\]

Both solutions are unique up to a constant, except that non-overlapping fragments can each keep their own. With \(x_{jk}=\Delta_{jk}\), all indices occupied, (6) becomes

\[
x_{lm}-\sum_{jk}M_{lm,jk}\,x_{jk}=b_{lm},\qquad M_{lm,jk}=\int\frac{\psi_l^*\psi_m\psi_k^*\psi_j}{\rho},\qquad b_{lm}=\langle l|v_S-v^{NL}|m\rangle .
\tag{11}
\]

\(1-M\) is nonnegative, with sole null vector \(\delta_{lm}\). The operator \(A\) is defined by \(\langle y|A|y\rangle=\sum_i\|Qf\psi_i\|^2\), \(y=\sqrt\rho f\); constant \(f\) is null.

Now mix the occupied orbitals, \(\psi'_j=\sum_k\psi_kU_{kj}\), \(UU^\dagger=1\). \(P\), \(Q\), \(\rho\), \(v^{NL}\) and \(v_S\) are unchanged, while \(\Delta'_{ji}=\sum_{pq}U^*_{pj}\Delta_{pq}U_{qi}\), or \(x'=U^\dagger xU\). The double sum in (6) transforms as

\[
\sum_{ij}\psi_i'^*\psi'_j\Delta'_{ji}=\sum_{klpq}\psi_l^*\psi_k\Delta_{pq}\Big(\sum_jU_{kj}U^*_{pj}\Big)\Big(\sum_iU_{qi}U^*_{li}\Big)=\sum_{kl}\psi_l^*\psi_k\Delta_{kl},
\]

because both brackets are Kronecker deltas. The sum is \(\langle\mathbf r|P\Delta P|\mathbf r\rangle\), in which no individual orbital appears. Equation (6) is thus the same equation for \(v_x\) in both bases, its solutions form the same one-parameter family, and \(v_x\) is invariant once the constant is fixed by a rule that itself refers only to \(P\). The mixed orbitals are no longer eigenfunctions of \(h_s\), which does no harm because (6) contains no eigenvalues. The proof used \(\sum_jU_{kj}U^*_{lj}=\delta_{kl}\) with unit weights. With fractional occupations \(f_j\) the sum becomes \(\sum_jU_{kj}f_jU^*_{lj}\), which equals \(f_k\delta_{kl}\) only when \(U\) mixes orbitals of equal occupation, and otherwise \(\gamma\) itself changes. Mixing with unoccupied orbitals or across the two spin channels is likewise outside the statement.

In (7) the indices \(i\) and \(j\) are tied together, the product of four elements of \(U\) no longer splits into two independent brackets, and the correction \(\sum_i|\psi'_i|^2\Delta'_{ii}\) depends on the basis. Three consequences can be derived. If \(U\) mixes only the members of a complete symmetry-degenerate shell and \(\Delta\) has the full symmetry, Schur's lemma makes the block of \(\Delta\) in that shell a multiple \(c\) of the unit matrix. The block stays \(c\,1\), the sum of \(|\psi_i|^2\) over the shell is unchanged, so the old potential solves the new equation and, by uniqueness, KLI is invariant under this restricted mixing. If instead a basis had \(|\psi'_i|^2=\rho/N\) for every \(i\), the KLI correction would be the constant \(\mathrm{Tr}\,x/N\), and KLI would collapse to the Slater potential. Finally, the LHF matrix \(x\) is Hermitian and some \(U\) diagonalises it. In that basis the off-diagonal terms of (6) vanish, so the LHF potential solves (7), and KLI evaluated in the eigenbasis of \(P\Delta P\) equals LHF. The usual KLI potential is the one evaluated with the eigenfunctions of \(h_s\), a different basis.

The constant of a finite system is fixed at infinity. Assume first that the highest occupied level is nondegenerate. Eigenfunctions of a local potential that vanishes at infinity decay with the exponent \(\sqrt{-2\varepsilon_i}\), so the occupied functions that decay faster than the slowest rate form a subspace of dimension \(N-1\), and its orthogonal complement within the occupied space is one orbital \(\psi_H\). This definition uses only the range of \(P\). Far away, in directions where \(\psi_H\) has no node, \(\psi_i^*\psi_j/\rho\to\delta_{iH}\delta_{jH}\) in a basis adapted to this split, so the correction in (6) tends to \(\Delta_{HH}\). In the same limit \(\gamma(\mathbf r,\mathbf r')\to\psi_H(\mathbf r)\psi_H^*(\mathbf r')\), so \(v_S\to-\int|\psi_H(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d\mathbf r'\to-1/r\). Therefore \(v_x\to-1/r+\Delta_{HH}\), and a potential that vanishes at infinity requires \(\Delta_{HH}=0\). Since \(F=h_s-\Delta\), this means \(\varepsilon_H=\langle H|F|H\rangle\) at self-consistency. For a symmetry-degenerate highest shell the block of \(\Delta\) is a multiple of the unit matrix and the whole block is set to zero. On a nodal surface of \(\psi_H\) that extends to infinity, the highest occupied orbital \(\psi_{H'}\) that does not vanish on that surface dominates \(\rho\), and the limit along the surface is \(\Delta_{H'H'}\), which the one free constant cannot remove as well unless \(\Delta_{H'H'}=\Delta_{HH}\). A second invariant choice is \(\mathrm{Tr}\,x=0\), equivalent to \(\int\rho v_x=\int\rho v_S\), because the trace is unchanged by \(x\to U^\dagger xU\). A choice that is not invariant is to delete the diagonal term of whichever orbital is listed last. Setting \(x'_{NN}=0\) and dropping its equation leaves a principal submatrix of \(1-M\). A null vector of it, padded with a zero, would have vanishing expectation value of the nonnegative matrix \(1-M\) and so be proportional to \(\delta_{lm}\), whose \(NN\) component is not zero. The reduced system is therefore nonsingular, and its solution is the member \(x'+c\,1\) with \(c=-x'_{NN}\). The potential has the right shape and is displaced by \(-x'_{NN}\), where \(x'_{NN}\) is evaluated with \(\Delta_{HH}=0\).

The calcium atom, \(Z=20\), treated without relativity and with exchange only, has the closed-shell configuration \(1s^22s^22p^63s^23p^64s^2\), so \(N=10\) per spin and \(H=4s\). Write \(\psi_{nlm}=u_{nl}(r)Y_{lm}/r\). The addition theorem \(\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')=(2l+1)P_l(t)/4\pi\), with \(t\) the cosine of the angle between the two directions, gives \(\gamma=\sum_{n'l'}u_{n'l'}(r)u_{n'l'}(r')(2l'+1)P_{l'}(t)/(4\pi rr')\), and \(1/|\mathbf r-\mathbf r'|=\sum_LP_L(t)\,r_<^L/r_>^{L+1}\). An angular kernel \(g(t)=\sum_lg_lP_l(t)\) has \(g_l=\frac{2l+1}{2}\int_{-1}^1gP_l\,dt\), and by the addition theorem it acts on \(Y_{lm}\) as the number \(4\pi g_l/(2l+1)=2\pi\int gP_l\,dt\). The exchange operator thus conserves \(l\) and \(m\), and acts on radial functions \(u\) of channel \(l\) with the kernel

\[
v^{NL}_l(r,r')=-\sum_{n'l'}\sum_L(2l'+1)\left[\tfrac12\int_{-1}^1P_lP_LP_{l'}\,dt\right]u_{n'l'}(r)\,u_{n'l'}(r')\,\frac{r_<^L}{r_>^{L+1}} .
\]

With a spherical \(v_x\), the matrix \(x\) connects only equal \(l,m\) and does not depend on \(m\), and summing over \(m\) with the addition theorem at \(t=1\) reduces (6) to

\[
v_x(r)=v_S(r)+\frac{\sum_l(2l+1)\sum_{nn'}u_{nl}u_{n'l}\,x^{l}_{nn'}}{\sum_{nl}(2l+1)u_{nl}^2}.
\]

The radial problem was discretised with finite elements on Gauss–Lobatto points, 129 points in a box of 20 bohr. In this representation a local potential is a diagonal matrix and the 129 eigenvectors of each channel are complete, so closure is exact and sums over the \(129-4=125\) unoccupied \(s\) states and \(129-2=127\) unoccupied \(p\) states can be done term by term. The Coulomb kernels come from inverting the discrete radial Laplacian, and self-consistency was reached by Anderson mixing. The OEP was found by solving \(\delta\rho[\Delta]=0\) as a linear system for \(v_x\) on the grid in each cycle. All total energies are expression (1) evaluated on the self-consistent orbitals.

| method | \(E\) (Ha) | \(E-E_{\rm OEP}\) (mHa) | \(\varepsilon_{4s}\) (Ha) |
|---|---|---|---|
| HF | −676.7582 | −6.25 | −0.19553 |
| OEP | −676.7519 | 0 | −0.19563 |
| LHF = CEDA | −676.7499 | 2.06 | −0.19533 |
| KLI | −676.7497 | 2.23 | −0.19506 |
| Slater | −676.6062 | 145.76 | −0.22455 |

A Hartree–Fock calculation in an even-tempered basis of 29 \(s\) and 19 \(p\) Gaussians gives \(-676.75814\) Ha, which is 0.05 mHa above the grid value \(-676.75819\) Ha. The order HF below OEP below the other three is required, since all five calculations are restricted to closed, spherical shells, and within this class HF minimises (1) over all determinants and OEP over those generated by local potentials. Determinants that break the spin or spatial symmetry are outside this comparison and can lie lower than the HF value in the table. That LHF lies below KLI, by \(2.226-2.061=0.165\) mHa or 7% of the KLI excess over the OEP, is a result for this atom; the LHF potential minimises \(S\) at fixed orbitals, not \(E\). The LHF eigenvalue \(-0.19533\) Ha \(=-5.315\) eV lies 0.20 mHa above the Hartree–Fock value \(-5.321\) eV. It equals \(\langle H|F|H\rangle\) for the LHF determinant, whose overlap with the Hartree–Fock determinant (the product of the determinants of the occupied overlap matrices over both spins and all \(l,m\)) falls short of one by \(4.7\times10^{-4}\). The Slater potential does not obey \(\Delta_{HH}=0\), and its \(4s\) level is 29 mHa below the Hartree–Fock one.

The LHF potential is not stationary for the energy, and (3) says by how much. On the LHF orbitals, forms (3) and (4) of \(\delta\rho[\Delta]\) differ by \(8\times10^{-15}\) of the largest value, and a central finite difference of the density under \(h_s\to h_s\pm\lambda\Delta\) differs from them by \(5.5\times10^{-5}\) on the same scale. Along \(v_s^{\rm LHF}+\eta g\) with \(g=v_s^{\rm LHF}-v_s^{\rm OEP}\), applied to both spins, (3) gives \(dE/d\eta=-2\int g\,\delta\rho[\Delta]=0.004134\) Ha, and a central difference of \(E\) gives the same figure, while the slope along \(g\) at the OEP is \(6\times10^{-9}\) Ha. If \(E\) were exactly quadratic about its minimum at \(\eta=-1\), it would be \(E_{\rm OEP}+\Delta E\,(1+\eta)^2\) with slope \(2\Delta E=2\times2.061=4.122\) mHa at \(\eta=0\). The computed 4.134 mHa exceeds this by 0.3%.

On the fixed LHF orbitals the potential was obtained in three ways, each with \(\Delta_{4s4s}=0\): from the occupied-orbital system (11), from the CEDA condition with \(\sum_a|a\rangle\langle a|\) summed over the unoccupied eigenvectors and solved for \(v_x\) on the grid, and from a direct least-squares minimisation of \(\sum_{ia}|\Delta_{ai}|^2\). For \(r<15\) bohr, which leaves out the region near the outer wall where the density is smallest and division by it amplifies rounding errors most, the second and third differ from the first by \(1.4\times10^{-13}\) Ha at most. The sum over all \(k\ne i\) with equal denominators reproduces (7) to the same level, and that potential departs from LHF by up to 0.166 Ha. The values of \(S\) per spin are 0.3591 Ha² for LHF, 0.3651 Ha² for KLI and 2.724 Ha² for Slater. The minimum is not zero, and the OEP energy lies above the Hartree–Fock energy, whereas the LHF supposition would make the two equal. The supposition therefore fails for calcium, with a root-mean-square residual \(\|Q\Delta\psi_i\|\) per orbital of \(\sqrt{0.3591/10}=0.19\) Ha. A case in which it holds for ten orbitals can be built by replacing \(v^{NL}\) with \(w+PXP+QYQ\), where \(w(r)\) is a smooth local function and \(X,Y\) are random symmetric matrices. Then \(v=w+c\) gives \(Q\Delta P=Q(c-PXP-QYQ)P=0\), so (6) must return \(w\) up to a constant. The spread of \(v-w\) over the grid points with \(r<15\) bohr is \(5\times10^{-13}\) Ha from (6) and 1.08 Ha from (7), which also tries to suppress the off-diagonal elements of \(X\). The operator \(A\), restricted to spherical functions, has lowest eigenvalues \(9\times10^{-17}\) and 0.093, which is one null direction and no second one. The second eigenvalue belongs to a staircase-like \(f\), whose orbital average steps down from one principal shell to the next, is almost the same for the \(s\) and \(p\) orbitals of a shell, and changes sign between \(n=2\) and \(n=3\), near 0.6 bohr; the steps are rounded, the spread of \(f\) within the \(n=2\) and \(n=3\) orbitals being about half to two thirds of its average there. The next eigenvalues are 0.20, 0.29 and 0.85, so three are small besides the zero. Four weakly overlapping shells come close to having one free constant each, the precursor of the extra constants of separated fragments.

With radial functions positive near the nucleus and \(x_{4s4s}=0\), the diagonal elements in hartree are 4.98537 (\(1s\)), 1.58947 (\(2s\)), 0.47259 (\(3s\)), 1.20297 (\(2p\)) and 0.25371 (\(3p\)). The off-diagonal ones are 0.00432 (\(1s2s\)), 0.03199 (\(1s3s\)), 0.01042 (\(1s4s\)), 0.07820 (\(2s3s\)), 0.02543 (\(2s4s\)), 0.01195 (\(3s4s\)) and 0.04577 (\(2p3p\)). The trace counts each \(p\) element three times,

\[
\mathrm{Tr}\,x=4.98537+1.58947+0.47259+3(1.20297+0.25371)=11.41747\ \text{Ha},
\]

so the choice \(\mathrm{Tr}\,x=0\) needs \(c=-11.41747/10=-1.14175\) Ha, and the potential then tends to that value at infinity. With \(x_{4s4s}=0\) the product \(rv_x\) is \(-1.00000\) Ha bohr at 14 bohr. The potentials in hartree, with Slater, KLI and LHF on the LHF orbitals and the OEP on its own, are as follows.

| \(r\) (bohr) | Slater | KLI | LHF | OEP |
|---|---|---|---|---|
| 0.3 | −4.3913 | −3.2396 | −3.0985 | −3.1760 |
| 1.0 | −1.2793 | −0.9578 | −0.9626 | −0.9787 |
| 2.5 | −0.4229 | −0.2713 | −0.2720 | −0.2470 |
| 6.0 | −0.1636 | −0.1635 | −0.1636 | −0.1635 |

The off-diagonal terms do not bring the potential closer to the OEP point by point. At 0.3 bohr LHF lies 0.078 Ha above the OEP and KLI 0.064 Ha below it, at 1 bohr LHF is the closer one (0.016 against 0.021 Ha), and at 2.5 bohr both are about 0.025 Ha too deep. At 6 bohr all four agree to \(10^{-4}\) Ha and are 0.003 Ha shallower than \(-1/6=-0.1667\) Ha. The sign of this offset follows if the \(4s\) orbital alone supplies the density there, for then \(v_x=-[r^{-1}\int_0^ru_{4s}^2\,dr'+\int_r^\infty u_{4s}^2/r'\,dr']\), and the charge outside \(r\) is weighted by \(1/r'<1/r\).

The working of the invariance can be followed by hand for a 45° rotation, \(\phi_1=(\psi_{3s}+\psi_{4s})/\sqrt2\) and \(\phi_2=(-\psi_{3s}+\psi_{4s})/\sqrt2\). The \(3s,4s\) block of \(U^\dagger xU\) has \(x'_{11}=\frac12(0.47259+0)+0.01195=0.24825\), \(x'_{22}=0.23630-0.01195=0.22435\) and \(x'_{12}=\frac12(0-0.47259)=-0.23630\) Ha. With \(\phi_{1,2}^2=\frac12(\psi_{3s}^2+\psi_{4s}^2)\pm\psi_{3s}\psi_{4s}\) and \(\phi_1\phi_2=\frac12(\psi_{4s}^2-\psi_{3s}^2)\), the diagonal terms of this block contribute

\[
x'_{11}\phi_1^2+x'_{22}\phi_2^2=0.23630\,(\psi_{3s}^2+\psi_{4s}^2)+0.02390\,\psi_{3s}\psi_{4s},
\]

and the off-diagonal terms contribute \(2x'_{12}\phi_1\phi_2=0.23630\,(\psi_{3s}^2-\psi_{4s}^2)\). Their sum is \(0.4726\,\psi_{3s}^2+0.0239\,\psi_{3s}\psi_{4s}\), the original expression \(x_{3s3s}\psi_{3s}^2+2x_{3s4s}\psi_{3s}\psi_{4s}\). After the rotation, half of the \(3s\) step sits in the off-diagonal element, which is the part that (7) has no place for.

For general mixing the ten orbitals were placed on the radial grid times an angular product grid (Gauss–Legendre in \(\cos\theta\), uniform in \(\varphi\)) that integrates the products of four \(s\) or \(p\) functions exactly. The exchange operator was rebuilt from the mixed orbitals by expanding each pair density in multipoles up to \(L=2\), and (11) or its diagonal part was solved with \(\mathrm{Tr}\,x=0\). For a random complex \(10\times10\) unitary matrix, for the \(3s\)–\(4s\) rotation and for a random unitary mixing within the \(3p\) shell, the LHF potential at \(r<15\) bohr changes by at most \(2\times10^{-14}\) Ha, the level of rounding. The KLI change, measured as \([\int\rho\,(v'-v)^2/N]^{1/2}\), is 1.17 Ha, 0.112 Ha and \(1\times10^{-15}\) Ha in the three cases, the last as Schur's lemma requires. After the random mixing the KLI potential of this spherical atom is not spherical: it varies by 0.086 Ha over the angular points at 1 bohr, where LHF varies by \(10^{-15}\) Ha. The size 1.17 Ha is close to the whole distance between the usual KLI potential and the Slater potential, which is 1.16 Ha in the same measure. Random mixing spreads every \(|\psi'_i|^2\) over all shells, partway toward the limit \(|\psi'_i|^2=\rho/N\), and KLI moves close to the Slater potential: over several hundred random mixings the distance has a median of about 0.045 Ha, with individual values between roughly 0.01 and 0.17 Ha. When the last diagonal term is deleted in the random basis and the remaining 99 equations are solved, the potential equals the one with \(\Delta_{4s4s}=0\) displaced by \(-0.8507\) Ha at every point with \(r<15\) bohr, which is \(-x'_{NN}\) for that basis. Orbital energies from such a potential would all be too low by 0.85 Ha, although the orbitals and the total energy would be unaffected.
